# Inferring the source centroid from image shift through focus

**Question**

I am stuck on an exercise about partially coherent imaging. A projection system with NA 0.33 prints a line that moves sideways by 1 nm for every 50 nm of defocus. The image is said to be "unclipped", and I am asked to find, paraxially, how far the centroid of the illumination source is displaced in normalized pupil units.

My trouble is that every diffraction order leaves the mask at its own angle, so I expected the pitch and the wavelength to enter, but neither is given. I also do not see why the centroid should matter, rather than the brightest point or the edge of the source. What does "unclipped" have to do with it? And if I measured such a shift on a real tool, could I trust the inferred number?

**Answer**

The pitch and wavelength do enter the phase of each order, but near focus they cancel from the sideways motion when no order is cut by the pupil. To see this, follow one source point first and then add the intensities from all of them.

**Conventions and assumptions**

Let $x$ be the position on the wafer, across the lines, and let $z$ be the defocus, positive when the wafer moves along the light. A source point has pupil coordinates $\mathbf s=(s_x,s_y)$, with $|\mathbf s|=1$ at the pupil rim. Without a mask pattern, its light would reach the wafer as a plane wave with transverse direction cosines $\mathrm{NA}\,s_x$ and $\mathrm{NA}\,s_y$.

Take a grating of pitch $p$, measured at wafer scale, with order amplitudes $a_n$. I assume a thin mask whose amplitudes are real and symmetric, $a_n=a_{-n}$, and the same for every source point. The pupil is centred and free of aberrations, the stage travels along the optical axis, and the light is treated as a scalar wave.

Order $n$ crosses the pupil at $(s_x+nq,\;s_y)$, where

$$q=\frac{\lambda}{p\,\mathrm{NA}}.$$

**One source point**

With $k=2\pi/\lambda$, a plane wave at pupil radius $r$ gains the phase $kz\sqrt{1-\mathrm{NA}^2r^2}$ over the distance $z$. The paraxial form is $kz(1-\mathrm{NA}^2r^2/2)$. The term $kz$ is common to all orders, so only the second term matters. For order $n$,

$$r^2=(s_x+nq)^2+s_y^2=|\mathbf s|^2+2nq\,s_x+n^2q^2 .$$

The three terms act differently:

- $|\mathbf s|^2$ is the same for every order. It is a common phase and drops out of the intensity.
- $n^2q^2$ gives the phase $-\tfrac12 kz\,\mathrm{NA}^2n^2q^2=-\pi\lambda z n^2/p^2$. This is the defocus that on-axis illumination would also produce.
- $2nq\,s_x$ gives the phase $-kz\,\mathrm{NA}^2nq\,s_x$. Since $k\,\mathrm{NA}\,q=2\pi/p$, this equals $-(2\pi n/p)\,\mathrm{NA}\,s_x z$.

The wave of order $n$ also carries the factor $e^{2\pi i n x/p}$, besides a tilt common to all orders. The last phase combines with it, and

$$I_{\mathbf s}(x,z)=\left|\sum_n a_n\,e^{-i\pi\lambda z n^2/p^2}\,e^{2\pi i n(x-\mathrm{NA}\,s_x z)/p}\right|^2=I_0(x-\mathrm{NA}\,s_x z,\;z),$$

where $I_0$ is the image that the same orders would form with on-axis illumination. The oblique source point therefore gives a translated copy of the on-axis image. A phase linear in $n$ is a translation, whatever the pitch, and the wavelength has cancelled.

The last equality requires the sum to contain the same orders for every source point. That is the useful meaning of "unclipped": each order passes the pupil either for all source points or for none, and orders $+n$ and $-n$ pass or fail together. The second condition matters because, away from focus, $I_0$ would not be symmetric about $x=0$ if, say, order $+1$ always passed and order $-1$ never did.

**The whole source**

Different source points are mutually incoherent, so their intensities add. Write $\langle\cdot\rangle$ for the average over the source, weighted by brightness, and let $s_c=\langle s_x\rangle$. Then

$$I(x,z)=\langle I_0(x-\mathrm{NA}\,s_x z,\;z)\rangle .$$

To find where the line goes, use the moving coordinate $X=x-\mathrm{NA}\,s_c z$ and the deviation $u=s_x-s_c$. Expanding in $u$ gives

$$I=I_0(X,z)-\mathrm{NA}\,z\langle u\rangle I_0'+\tfrac12\mathrm{NA}^2z^2\langle u^2\rangle I_0''-\tfrac16\mathrm{NA}^3z^3\langle u^3\rangle I_0'''+\dots$$

Primes are derivatives with respect to $X$. The linear term vanishes because $\langle u\rangle=0$, and this is the property that singles out the centroid. Because $a_n=a_{-n}$, $I_0$ is even in $X$, and so is $I_0''$. These terms can change the width of the line, but they cannot move its centre away from $X=0$. The first term that can is odd in $X$ and grows as $z^3$. Near focus, therefore,

$$\frac{dx}{dz}=\mathrm{NA}\,s_c,\qquad s_c=\frac{1}{\mathrm{NA}}\frac{dx}{dz}.$$

If the source is symmetric about its centroid, all odd moments of $u$ vanish and the image stays symmetric about $X=0$ at any defocus within the paraxial model. The line centre then follows this straight law for as long as the line keeps its contrast. For a grating, the component of period $p$ vanishes at $z=p^2/(2\lambda)$, and just beyond it bright and dark exchange places.

**The number**

$$\frac{dx}{dz}=\frac{1\ \text{nm}}{50\ \text{nm}}=0.0200,\qquad s_c=\frac{0.0200}{0.33}=0.0606\approx0.06 .$$

The source centroid is displaced by about 6% of the pupil radius. Equivalently, the mean ray of the illumination is tilted by 20 mrad at the wafer. The displacement is towards $+x$ if the line moves towards $+x$ for positive $z$; reversing the sign convention for defocus reverses this sign.

You have found one component of the centroid. A displacement along the lines, in $s_y$, does not move them across $x$, and the slope does not reveal the size or shape of the source.

**An example with a finite source**

Take $\lambda=13.5$ nm, equal lines and spaces of pitch 80 nm, and a uniform disc source of radius $\sigma=0.30$ centred at $s_x=0.0606$. The order amplitudes are $a_0=1/2$ and $a_n=\sin(n\pi/2)/(n\pi)$, so the even orders other than zero vanish.

Here $q=13.5/(80\times0.33)=0.511$. The first orders reach at most $0.061+0.300+0.511=0.872$ and always pass. The third orders come no closer to the pupil centre than $3(0.511)-0.061-0.300=1.17$ and never pass. The image is thus unclipped in the required sense, even though the mask has orders that are lost.

I summed the intensities over a grid of source points and took the line centre as the midpoint between the two places where the bright space crosses a fixed intensity. At defocus $-50$, $-25$, $0$, $25$ and $50$ nm, the centre lies at $-1.00$, $-0.50$, $0.00$, $0.50$ and $1.00$ nm. At 50 nm defocus, thresholds of 0.2, 0.3 and 0.5 of the clear-field intensity all give 1.00 nm.

The source outline need not be displaced at all. Keep the disc centred on the axis, but let its brightness rise linearly along $x$ until the centroid is again 0.0606. Near focus the slope returns 0.0606. At threshold 0.3, the shift at 50 nm defocus, divided by $50\times0.33$, gives 0.0609. The small excess comes from the skewness of this source: between 25 and 50 nm, the deviation from the straight law grows by a factor of 7.85, close to the factor of 8 expected from a $z^3$ term. Both numbers depend on the threshold: 0.2 and 0.5 give 0.0607 and 0.0611, with factors of 6.3 and 8.2.

**What clipping does**

Now look at the fundamental harmonic of the image, the one with period $p$. It is made by interference of order 0 with order $+1$, and of order 0 with order $-1$. For the first pair, the defocus phase of order $+1$ relative to order 0 is

$$-\tfrac12kz\,\mathrm{NA}^2\left[(s_x+q)^2-s_x^2\right]=-\frac{2\pi}{p}\,\mathrm{NA}\left(s_x+\frac q2\right)z ,$$

so its fringes move by $\mathrm{NA}(s_x+q/2)z$. Replacing $q$ by $-q$ inside the bracket gives the other pair, whose fringes move by $\mathrm{NA}(s_x-q/2)z$. Your intuition about the angles of the orders was right for each pair. The terms $\pm q/2$ cancel when both pairs are present with equal strength.

If the pupil removes some of the first orders, let $f_\pm$ be the fractions of the uniform source for which order $\pm1$ passes, and let $\bar s_\pm$ be the mean $s_x$ over those parts. Near focus, the sum of equally strong, slightly displaced fringes sits at their mean displacement:

$$\frac{1}{\mathrm{NA}}\frac{dx}{dz}=\frac{f_+(\bar s_++q/2)+f_-(\bar s_--q/2)}{f_++f_-}.$$

Keep the displaced disc source and reduce the pitch to 50 nm, which makes $q=0.818$. On the source grid, $f_+=0.722$ and $f_-=0.944$. The $q/2$ terms contribute

$$\frac{(0.722-0.944)\times0.409}{0.722+0.944}=-0.0545,$$

while the full expression, evaluated over the same grid, gives $-0.0165$. The slope of the fundamental in the summed image gives the same value. The grid resolves the clipped edge of the source only to about 0.001 in this result; a converged integration over the disc gives $-0.0154$, so it should be read as about $-0.02$. Someone who applied the unclipped formula to this slope would infer a centroid of about $-0.02$ when it is really about $+0.06$: even the sign is wrong. Moving the source towards $+x$ has pushed more of order $+1$ out of the pupil, and the surviving excess of $(0,-1)$ pairs drifts towards $-x$.

There is also a pitch below which the unclipped three-beam argument cannot be used. Both first orders pass for a given source point only if $|\mathbf s+q\hat{\mathbf x}|\le1$ and $|\mathbf s-q\hat{\mathbf x}|\le1$. Squaring and adding gives $|\mathbf s|^2+q^2\le1$, hence $q\le1$ and $p\ge\lambda/\mathrm{NA}$, about 41 nm here. Only a source point on the axis reaches this limit. The displaced disc needs $s_c+\sigma+q\le1$, or a pitch of at least about 64 nm, to avoid clipping altogether.

**How good is the paraxial step?**

Write $\alpha=\mathrm{NA}\,s_x$, $\beta=\mathrm{NA}\,s_y$ and $g=\lambda/p$. Keep one more term of the axial direction cosine:

$$\phi(\alpha)=\sqrt{1-\alpha^2-\beta^2}\approx1-\tfrac12(\alpha^2+\beta^2)-\tfrac18(\alpha^2+\beta^2)^2 .$$

With both pairs present, the fundamental moves at the mean of their two rates, which is $-[\phi(\alpha+g)-\phi(\alpha-g)]/(2g)$. The quadratic term of $\phi$ contributes $\alpha$. For the quartic term, set $A_\pm=(\alpha\pm g)^2+\beta^2$. Then $A_+-A_-=4\alpha g$ and $A_++A_-=2(\alpha^2+\beta^2+g^2)$, so its contribution is

$$\frac{A_+^2-A_-^2}{16g}=\frac{\alpha}{2}(\alpha^2+\beta^2+g^2).$$

Average this over the disc. Measured from its centre, the disc has mean square radius $\sigma^2/2$ and mean square $x$ coordinate $\sigma^2/4$. Therefore

$$\langle s_x|\mathbf s|^2\rangle=s_c^3+s_c\frac{\sigma^2}{2}+2s_c\frac{\sigma^2}{4}=s_c(s_c^2+\sigma^2),$$

and the paraxial slope is multiplied by

$$1+\tfrac12\mathrm{NA}^2(\sigma^2+s_c^2)+\tfrac12\left(\frac{\lambda}{p}\right)^2 .$$

For the 80 nm example the excess is 1.9%. Using the full square root in the image sum gives 2.0%. The same measured slope would then imply $s_c=0.0594$ instead of 0.0606. This corrects only the defocus phase. The obliquity factor of a 4× reduction lens, which multiplies each amplitude by $[(1-\mathrm{NA}^2r^2/16)/(1-\mathrm{NA}^2r^2)]^{1/4}$, enters at the same order in $\mathrm{NA}^2$: it raises the excess to about 3% and gives $s_c=0.0589$. Either way the result is still about 0.06.

**Can you trust it on a real tool?**

The wavelength and NA are those of an EUV scanner. The 80 nm pitch is relaxed for such a tool, and the small disc source was chosen to avoid clipping. The assumption I would question first is the thin, symmetric mask. An EUV mask is reflective, has a thick absorber and is lit obliquely, so its $+1$ and $-1$ orders can differ in strength.

Suppose their amplitudes are $a_1(1\pm\varepsilon)$. The two pairs then have weights $1\pm\varepsilon$, and the fundamental gives

$$\frac{(1+\varepsilon)(s_c+q/2)+(1-\varepsilon)(s_c-q/2)}{2}=s_c+\frac{\varepsilon q}{2}.$$

An assumed $\varepsilon=0.05$ adds a false centroid of $0.05\times0.511/2=0.013$, about a fifth of the inferred value. The line centre at threshold 0.3 gives a similar 0.012. An imbalance of $\varepsilon=2s_c/q=0.24$ would give the fundamental the whole observed slope with a perfectly centred source. The printed line would move by a comparable amount, which depends on the intensity threshold.

There are other errors, again for the 80 nm example and for assumed sizes:

- Spherical aberration and coma of 0.02 waves rms each, with one choice of signs, change the centroid inferred from the slope at focus by 0.006. They also bend the path of the line through focus, so a centroid inferred from the shift between focus and a single defocus of 50 nm can be wrong by more than twice as much.
- A stage axis tilted by $\tau=1$ mrad adds a sideways motion $\tau z$, and hence an error of size $\tau/\mathrm{NA}=0.003$.
- An error of 0.1 nm in the shift over 50 nm of defocus gives $0.1/(50\times0.33)=0.006$.

So the answer to the exercise is $s_c\approx0.06$. On a real tool, the same slope is first of all a measurement of the mean direction in which the image moves. Attributing it to the source requires separate evidence that the orders are unclipped and balanced, that their strengths vary little with the illumination angle, that aberrations are small enough, and that the stage moves along the optical axis. The condition on the illumination angle matters because a mask that diffracts light from one side of the source more strongly changes the weights in the source average, even if the orders $+1$ and $-1$ are equal for each source point.

All numerical values are calculated from the stated model.
